Thermal Chemical-Potential Shift of a Free-Electron Metal Gate

**Problem**

A metal gate is modelled as a uniform gas of free electrons whose Fermi energy at zero temperature is E_F = 7 eV. The gate is warmed to 300 K while its electron density is held fixed.

(a) Derive the leading thermal shift of the chemical potential, and decide whether it is smaller than 0.1 meV.

(b) Estimate the next term, and find the temperature at which the shift reaches 0.1 meV.

(c) State what the shift does to the effective work function, and find how the answer changes for a steeper band, a thin film, an expanding metal and a gate under an oxide field.

**Conventions**

The algebra uses atomic units, in which ħ, the electron mass, the elementary charge and 4πε₀ equal 1. The thermal energy k_BT is written τ. The chemical potential μ is measured from the bottom of the band, and E_F is its value at zero temperature. The band is parabolic, E = k²/2, with two spin states for each k. The gate is neutral and thick enough to be treated as bulk until part (c).

**Solution of (a)**

*States and density.* In a periodic box of side L the allowed wave vectors form a cubic grid with one point per volume (2π/L)³. Filling a sphere of radius k_F with two spins per point gives

n = (2/L³) × (4πk_F³/3) × (L/2π)³ = k_F³/(3π²).

Since k = √(2E), the number of states per volume with energy below E is

G(E) = (2E)^(3/2)/(3π²),

and the density of states is its derivative, D(E) = √(2E)/π². At zero temperature n = G(E_F). For 7 eV this means k_F = 1.3555 Å⁻¹ and n = 0.0841 Å⁻³.

*Density at finite temperature.* With the Fermi function f = 1/(e^((E−μ)/τ) + 1),

n = ∫₀^∞ D(E) f(E) dE.

Integrate by parts. The boundary term Gf vanishes at E = 0 because G(0) = 0, and at infinity because f decays exponentially. Hence

n = ∫₀^∞ G(E) (−df/dE) dE.

Put E = μ + τx. Then −df/dE dE = w(x) dx, where

w(x) = eˣ/(eˣ + 1)² = 1/(e^(x/2) + e^(−x/2))².

The second form shows that w is even. It is a peak a few units wide, so temperature averages G over a few τ around μ.

*Moments of the peak.* The integral of w over all x is 1, because f falls from 1 to 0. For x > 0, differentiating the geometric series for 1/(1 + e^(−x)) gives

w(x) = Σ (−1)^(j+1) j e^(−jx), j = 1, 2, 3, …

Using ∫₀^∞ x^p e^(−jx) dx = p!/j^(p+1), and doubling for the negative half-axis, the even moments are

I_p = 2 p! Σ (−1)^(j+1)/j^p.

The sums follow from the Fourier series of x² on the interval from −π to π. Two integrations by parts give its coefficients:

x² = π²/3 + 4 Σ (−1)^j cos(jx)/j².

At x = 0 this yields Σ (−1)^(j+1)/j² = π²/12, so

I₂ = 4 × π²/12 = π²/3.

For the fourth moment, average the square of the same series over the interval. The left side gives π⁴/5 and the right side π⁴/9 + 8 Σ 1/j⁴, so Σ 1/j⁴ = π⁴/90. Changing the sign of the even terms subtracts twice their sum, which is 2/16 of the whole. The alternating sum is therefore (7/8)(π⁴/90) = 7π⁴/720, and

I₄ = 48 × 7π⁴/720 = 7π⁴/15.

*Expansion.* With y = τx/μ,

(1 + y)^(3/2) = 1 + (3/2)y + (3/8)y² − (1/16)y³ + (3/128)y⁴ + …

The x integral starts at −μ/τ, which is about −271 here. There w is of order e^(−271), so the limit may be moved to −∞ in each term of the polynomial. The odd terms then cancel, leaving

n = G(μ)[1 + (π²/8)(τ/μ)² + (7π⁴/640)(τ/μ)⁴ + …].

This is a low-temperature expansion, to be used for τ ≪ μ.

*Fixed density.* Set n = G(E_F), and define m = μ/E_F and t = τ/E_F. Division by G(E_F) gives

m^(3/2) + (π²/8)t² m^(−1/2) + (7π⁴/640)t⁴ m^(−5/2) = 1.

Insert m = 1 + at² + bt⁴. The terms of order t² are

(3/2)a + π²/8 = 0, so a = −π²/12.

The leading shift is therefore

Δμ = μ − E_F = −π²τ²/(12E_F).

*Numbers.* At 300 K, τ = 0.025852 eV, and

Δμ = −π² × (0.025852 eV)²/(12 × 7 eV) = −7.85 × 10⁻⁵ eV = −0.0785 meV.

The size of the shift is below 0.1 meV. At this temperature and fixed density, the same formula keeps it below that limit for any free-electron gate with E_F above 0.785 × 7 eV ≈ 5.5 eV.

*Why the sign is negative.* If μ stayed at E_F, warming would move electrons from just below μ to just above it, where the states are slightly denser. The integral would then contain too many electrons, by the fraction π²t²/8 = 1.683 × 10⁻⁵. Since G varies as μ^(3/2), a small change of μ alters the density by the fraction (3/2)Δμ/E_F. Removing the excess requires

Δμ = −(2/3) × 1.683 × 10⁻⁵ × 7 eV ≈ −7.85 × 10⁻⁵ eV,

in agreement with the expansion. The shift is far smaller than τ because the density of states changes little over an energy τ.

**Solution of (b)**

*Next term.* At order t⁴, the first term of the density equation contributes (3/2)b + (3/8)a². The second contributes −(π²/16)a, because m^(−1/2) = 1 − at²/2 + … The third contributes 7π⁴/640. Thus

(3/2)b + (3/8)a² − (π²/16)a + 7π⁴/640 = 0.

With a = −π²/12 the last three terms are π⁴/384, π⁴/192 and 7π⁴/640. Their sum is (5 + 10 + 21)π⁴/1920 = 3π⁴/160, so b = −π⁴/80. To this order,

μ = E_F[1 − (π²/12)t² − (π⁴/80)t⁴].

With t = 3.693 × 10⁻³ the last term is −1.59 × 10⁻⁹ eV, about fifty thousand times smaller than the leading shift.

A direct numerical solution of the density integral for μ gives a shift of −7.852673 × 10⁻⁵ eV, against −7.852514 × 10⁻⁵ eV from the quadratic formula. The difference matches the fourth-order term. These digits test the expansion; they are not an accuracy claimed for a metal.

*Temperature limit.* Let ε = 0.1 meV be the allowed size of the shift. Setting π²τ²/(12E_F) = ε gives

τ = √(12E_Fε)/π = √(12 × 7 × 10⁻⁴) eV/π = 0.0292 eV,

which corresponds to 338.5 K. At 400 K the shift is −0.140 meV. The 0.1 meV bound thus holds at room temperature but fails in this model for a gate running hot.

**Solution of (c)**

*Effective work function.* Let the reference level used to define the effective work function lie an energy U above the band bottom, with the interface dipole included in U. Then

Φ = U − μ, and at fixed U, ΔΦ = −Δμ = +0.0785 meV.

With the semiconductor and the oxide charge also held fixed, the flat-band voltage changes by the same number in millivolts. A contact held at constant voltage fixes the electrochemical potential, which is the band-bottom energy plus μ. When μ falls, the band bottom rises by the same amount.

*A steeper band.* For a density of states that is smooth over several τ, expand G about μ. Its second derivative is D′, and half the second moment of w is π²/6:

n = G(μ) + (π²/6)τ²D′(μ) + …

Equating this to G(E_F), and using G(μ) ≈ G(E_F) + D(E_F)Δμ, gives

Δμ = −(π²/6)τ² D′(E_F)/D(E_F).

For free electrons D′/D = 1/(2E_F) = 0.0714 eV⁻¹, which restores the earlier result. At 300 K the limit of 0.1 meV is reached at D′/D = 0.0910 eV⁻¹, so the free-electron value leaves little room. A model band with D proportional to e^(sE) and s = 1 eV⁻¹ gives −1.10 meV, both from this formula and from numerical integration. A large Fermi energy alone does not ensure a small shift.

*A thin film.* Let the electrons be confined between hard walls a distance d apart. The subband edges are

E_j = (jπ/d)²/2, j = 1, 2, 3, …

Motion along the film gives each subband the constant density of states 1/π per area, because 2 × 2πk dk/(2π)² = k dk/π = dE/π. Integrating the Fermi function above each edge gives the areal density

N = (τ/π) Σ ln(1 + e^((μ−E_j)/τ)).

Suppose that edge M lies at E_F, which means d = Mπ/k_F. At zero temperature the M − 1 lower subbands hold all the electrons. On warming, each of them gains Δμ/π, up to exponentially small terms, while subband M begins to fill. At fixed N,

(M − 1)Δμ + τ ln(1 + e^(Δμ/τ)) = 0.

For |Δμ| ≪ τ the logarithm is ln 2 + Δμ/(2τ), so

Δμ = −τ ln 2/(M − 1/2).

With M = 22 the thickness is 5.10 nm and the shift is −0.83 meV, about ten times the bulk value. At dk_F/π = 22.5, a thickness of 5.215 nm, E_F lies midway in index between two edges. The nearest edges are then about 0.3 eV away, many times τ, and the shift nearly vanishes.

The bulk result returns on averaging over thickness. Let δ = E_F − E_M be the distance from the edge. The thermal surplus at unchanged μ is (τ/π) ln(1 + e^(−|δ|/τ)). About M − 1/2 subbands, taking the mean of the two sides of the edge, share its removal. Expanding the logarithm in powers of e^(−|δ|/τ) gives

∫ ln(1 + e^(−|δ|/τ)) dδ = 2τ Σ (−1)^(j+1)/j² = π²τ/6.

One full step in dk_F/π changes δ by about 2E_F/M, so the average shift is

−(π²τ²/6)/[(M − 1/2)(2E_F/M)] = −[π²τ²/(12E_F)] × M/(M − 1/2).

For M = 22 this is 2.3% larger in size than the bulk shift, or −0.0804 meV. The numerical average over one step agrees. In this comparison E_F is kept at 7 eV for every thickness, and each film keeps its own areal density on warming. A neutral hard-wall film with the density of the bulk gate has a higher E_F, about 7.16 eV near this thickness. Its edge M = 22 then meets E_F at about 5.04 nm instead of 5.10 nm, so the thicknesses given here belong to the fixed value of 7 eV.

**Table of cases**

The density, or the areal density for a film, is fixed during warming from zero temperature.

| Case | Δμ (meV) | Size below 0.1 meV? |
|---|---:|---|
| Bulk, 300 K | −0.0785 | yes |
| Bulk, 400 K | −0.140 | no |
| Steep band, s = 1 eV⁻¹, 300 K | −1.10 | no |
| Film, edge M = 22 exactly at E_F, 300 K | −0.83 | no |
| Film, dk_F/π = 22.5, 300 K | −0.000014 | yes |

**Expansion and field penetration**

*Thermal expansion.* Suppose that the metal expands freely with linear coefficient α = 1.7 × 10⁻⁵ K⁻¹. Heating by ΔT multiplies the density by (1 + αΔT)⁻³. Because E_F varies as n^(2/3), it is multiplied by (1 + αΔT)⁻². To first order, between 300 and 400 K,

ΔE_F = −2αE_FΔT = −2 × 1.7 × 10⁻⁵ × 7 eV × 100 = −0.0238 eV.

This is −23.8 meV, whereas the fixed-density shift changes by −0.061 meV over the same interval. The computed total is also −23.80 meV. The second-order strain term, 3(αΔT)²E_F = +0.061 meV, happens to cancel the fixed-density change at this precision.

The −23.8 meV is a change of μ above the band bottom. It is not a predicted work-function change, because expansion also alters the band-bottom energy and the surface dipole, which this model does not calculate.

*Field penetration.* An oxide field draws charge to the gate surface, where the density is no longer uniform. Let φ(z) be the local lowering of the band bottom, with z measured into the metal. Constant electrochemical potential makes the local density n(E_F + φ) = G(E_F + φ). For small φ the added density is Dφ, and Poisson's equation becomes

φ″ = 4πDφ, so φ = φ₀e^(−z/λ), with λ = 1/√(4πD).

Since D(E_F) = k_F/π², the screening length is λ = √(π/(4k_F)), which is 0.554 Å here. Take a relative oxide permittivity of 20 and an oxide field of 2 MV/cm, directed so that electrons accumulate in the gate. Continuity of the displacement gives a field of 40 MV/cm just inside the metal, and

φ₀ = λ × field = 0.554 × 10⁻⁸ cm × 40 × 10⁶ eV/cm ≈ 0.22 eV.

To check the linear step, multiply the full equation φ″ = 4π[n(E_F + φ) − n(E_F)] by φ′ and integrate from the interior, where both φ and φ′ vanish. With F the field at the surface,

F²/(8π) = ∫₀^(φ₀) [n(E_F + u) − n(E_F)] du.

Solving this gives 0.2209 eV, against 0.2215 eV from the linear formula. The energy is a static effect of bias, not a thermal shift. It shows that the fixed, uniform density of part (a) describes the interior of the gate and not its charged surface.

**Comparison with a real gate**

A Fermi energy of 7 eV is roughly the free-electron value for copper, and the expansion coefficient is a rough value for that metal. The permittivity and field are rough values for a hafnium-oxide capacitor, so the numbers suit a copper electrode on a test structure. Copper's d bands and the gaps at its zone boundary are absent from the model, so the slope D′/D of real copper may differ from the free-electron value. The lattice potential alone can matter: in a nearly-free-electron model of the same lattice, with chosen (111) and (200) Fourier components of 1.5 eV and no d states, D′/D rises to about 0.12 eV⁻¹, beyond the limit of 0.0910 eV⁻¹. Gate materials such as titanium nitride have d states near the Fermi level, so the free-electron slope should not be carried over to them; the slope of 1 eV⁻¹ used above is a chosen value, not one computed for that compound. A film bonded to a substrate does not expand freely, and a real film has neither hard walls nor perfectly uniform thickness. Thomas-Fermi screening omits the spill-out of electrons at the surface, and this can reverse the sign of the drop. For a uniform positive background of the same density facing vacuum, density-functional theory in the local-density approximation places the charge added by a field of 40 MV/cm roughly 0.8 Å outside the background edge, not 0.55 Å inside it. In a slab calculation this distance grows from 0.80 to 0.83 Å when the slab is thickened and the vacuum region widened from 4.8 to 5.8 Å, and it is smaller at weaker fields, so only its first digit is settled. The drop measured from that edge is then roughly −0.3 eV. The value of 0.22 eV therefore belongs to the Thomas-Fermi model and is not a predicted voltage loss. The result of part (a) therefore bounds one thermal contribution in the free-electron bulk. It does not bound the temperature drift of a device's effective work function. The numerical output below lists the main values of the free-electron model.

Computed values

```
Fermi energy: 7.000 eV
Fermi energy: 0.257245 hartree
Temperature: 300.0 K
Thermal energy kT: 0.025852 eV
Ratio kT/EF: 3.693143e-03 (no unit)
Fermi wave number: 1.3555 1/angstrom
Electron density: 0.08411 1/angstrom^3
Box count / density formula: 0.99986
Thermal weight, second moment: 3.289868 (no unit)
Thermal weight, fourth moment: 45.457576 (no unit)
Density excess at fixed mu: 1.6827e-05 (fraction)
Shift, quadratic formula: -7.852514e-05 eV
Shift, density equation: -7.852673e-05 eV
Shift, density equation: -0.0785 meV
Fourth-order term: -1.586e-09 eV
Fourth coefficient from 300 K: -1.2177 (no unit)
Fourth coefficient from 1000 K: -1.2190 (no unit)
Fourth coefficient from 3000 K: -1.2305 (no unit)
Fourth coefficient, formula: -1.2176 (no unit)
Chosen limit: 0.100 meV
Temperature where limit is reached: 338.5 K
Shift at 400 K: -0.1396 meV
Rough linear expansion: 1.70e-05 1/K
300-400 K change, fixed density: -0.0611 meV
300-400 K expansion term: -23.80 meV
300-400 K total change of mu: -23.80 meV
Free-electron log slope of DOS: 0.0714 1/eV
Log slope that reaches limit: 0.0910 1/eV
Chosen steep log slope: 1.00 1/eV
Steep-band shift, numerical: -1.0996 meV
Steep-band shift, formula: -1.0994 meV
Subband edge index: 22 (no unit)
Film thickness, edge at EF: 5.099 nm
Film shift, edge at EF: -0.8336 meV
Film edge formula: -0.8335 meV
Film thickness, EF between edges: 5.215 nm
Film shift, between edges: -1.41e-05 meV
Film shift, thickness average: -0.0804 meV
Rough oxide permittivity: 20.0 (relative)
Rough oxide field: 2.00 MV/cm
Screening length: 0.5537 angstrom
Field-penetration drop, linear: 0.2215 eV
Field-penetration drop, nonlinear: 0.2209 eV
```
